# Lindhard's scattering function and the nuclear stopping power of ions, part 1

(Sections cited here and not found follow in the second part.)

## First half: from dimensions to a one-variable cross section

### What dimensions fix

An ion of charge number $Z_1$, mass $M_1$ and energy $E$ meets an atom at rest, with charge number $Z_2$ and mass $M_2$. The collision is taken as classical, elastic and binary. The interaction is repulsive and screened,

$$V(r)=\frac{Z_1Z_2e^2}{r}\,\varphi(r/a),\qquad \varphi(0)=1,\qquad \varphi\to0\ \text{at large } r .$$

Here $a$ is the screening length, and $e^2$ stands for $e^2/(4\pi\varepsilon_0)$, an energy times a length. The relative motion has reduced mass $\mu=M_1M_2/(M_1+M_2)$, initial speed $v$ and energy

$$E_c=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}\,E .$$

The shape of an orbit depends on the lengths $b$ (the impact parameter), $a$ and $Z_1Z_2e^2/E_c$. Time does not enter the shape. Three lengths give two independent ratios,

$$\xi=\frac ba,\qquad \varepsilon=\frac{aE_c}{Z_1Z_2e^2}=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)} ,$$

so the centre-of-mass scattering angle must have the form $\theta=\theta(\xi,\varepsilon)$.

The nuclear stopping cross section $S_n$ is the energy transfer $T$ summed over the area of the incident beam. It is an energy times an area, and $\xi$ is integrated away. With $T_m$ the largest transfer, dimensions therefore require

$$S_n=\pi a^2T_m\times(\text{a function of }\varepsilon).$$

The ratio $S_n/(\pi a^2T_m)$ thus depends on the single variable $\varepsilon$ for any fixed $\varphi$. The differential cross section, by contrast, may still depend on both $\varepsilon$ and $\theta$. Lindhard's scattering function rests on a stronger statement: the two combine into one. That statement needs dynamics.

### Energy transfer

The transfer follows from conservation laws. The centre of mass moves with velocity $M_1\mathbf v/(M_1+M_2)$. An elastic collision turns the relative velocity from $\mathbf v$ to $\mathbf v'$ without changing its magnitude. The relative velocity is that of the ion minus that of the atom, so the atom leaves with

$$\mathbf v_2=\frac{M_1}{M_1+M_2}(\mathbf v-\mathbf v') .$$

The vectors $\mathbf v$ and $\mathbf v'$ enclose the angle $\theta$, hence $|\mathbf v-\mathbf v'|=2v\sin(\theta/2)$. Then

$$T=\tfrac12M_2v_2^2=\frac{M_2M_1^2}{2(M_1+M_2)^2}\,4v^2\sin^2\frac\theta2 .$$

Using $E=\tfrac12M_1v^2$,

$$T=T_m\sin^2\frac\theta2,\qquad T_m=\frac{4M_1M_2}{(M_1+M_2)^2}E .\tag{1}$$

A head-on collision has $\theta=\pi$ and transfers $T_m$. For equal masses $T_m=E$, as it should: the two particles exchange velocities.

The ring between $b$ and $b+db$ has area $2\pi b\,db=\pi a^2d(\xi^2)$. Therefore

$$S_n=\int T\,d\sigma=\pi a^2T_m\int_0^\infty\sin^2\frac{\theta(\xi,\varepsilon)}2\,d(\xi^2).$$

The definitions of $T_m$ and $\varepsilon$ give

$$\frac{T_m}{\varepsilon}=\frac{4M_1M_2E}{(M_1+M_2)^2}\,\frac{Z_1Z_2e^2(M_1+M_2)}{aM_2E}
=\frac{4M_1Z_1Z_2e^2}{a(M_1+M_2)} .$$

The energy cancels. It is then natural to write

$$S_n=K s_n(\varepsilon),\qquad K=\frac{4\pi aZ_1Z_2e^2M_1}{M_1+M_2},\tag{2}$$

$$s_n(\varepsilon)=\varepsilon\int_0^\infty\sin^2\frac{\theta(\xi,\varepsilon)}2\,d(\xi^2).\tag{3}$$

Equation (3) is the reduced nuclear stopping power for the true classical orbits. No scaling of the cross section has been assumed.

### The simple case: no screening

Set $\varphi=1$. Energy and angular momentum conservation give the radial speed and the angular speed,

$$|\dot r|=v\sqrt{1-\frac{V}{E_c}-\frac{b^2}{r^2}},\qquad \dot\phi=\frac{vb}{r^2}.$$

Their ratio, integrated from the closest approach $r_0$ to infinity, is half the polar angle swept by the orbit. A straight path sweeps $\pi$, and a repulsive force sweeps less. Thus

$$\theta=\pi-2\int_{r_0}^\infty\frac{b\,dr}{r^2\sqrt{1-V/E_c-b^2/r^2}} .\tag{4}$$

This holds for any repulsive potential considered here. For the Coulomb potential put $w=b/r$. Since $Z_1Z_2e^2/E_c=a/\varepsilon$, one has $V/E_c=w/(\varepsilon\xi)$. Write $q=1/(2\varepsilon\xi)$ and complete the square:

$$1-2qw-w^2=1+q^2-(w+q)^2 .$$

The integration runs from $w=0$ to the zero of this expression, and it gives

$$\int\frac{dw}{\sqrt{1+q^2-(w+q)^2}}=\frac\pi2-\arcsin\frac q{\sqrt{1+q^2}}=\frac\pi2-\arctan q .$$

Equation (4) then yields $\theta=2\arctan q$, or

$$\tan\frac\theta2=\frac1{2\varepsilon\xi}.\tag{5}$$

Define now

$$x=\varepsilon\sin\frac\theta2=\varepsilon\sqrt{\frac T{T_m}},\qquad t=x^2 .\tag{6}$$

From (5), and from $\cot^2=1/\sin^2-1$,

$$\xi^2=\frac1{4\varepsilon^2}\left(\frac1{\sin^2(\theta/2)}-1\right)=\frac1{4x^2}-\frac1{4\varepsilon^2}.\tag{7}$$

At fixed energy the second term is a constant. It drops out on differentiation:

$$d\sigma=\pi a^2|d(\xi^2)|=\pi a^2\frac{dx}{2x^3}.$$

Energy and angle enter through $x$ alone. Lindhard's function $f$ is defined by

$$d\sigma=\pi a^2\frac{f(t^{1/2})}{2t^{3/2}}\,dt=\pi a^2\frac{f(x)}{x^2}\,dx ,\tag{8}$$

where $t^{3/2}=x^3$ and $dt=2x\,dx$ link the two forms. Here and below $dx$ and $dt$ are positive widths. Comparison gives $f=1/(2x)$ for Coulomb scattering, at every angle.

This was tested by differentiating $\xi^2$ along orbits computed from (4), at $x=0.6$ and $\varepsilon=0.7$. There $\sin(\theta/2)=0.857$, which is far from a small deflection. The result is $2xf=1.00000$.

The Coulomb case also shows what is missing. Insert $x^2=\varepsilon^2T/T_m$ in the cross section. Since $dx/x^3=d(x^2)/(2x^4)$,

$$d\sigma=\frac{\pi a^2T_m}{4\varepsilon^2}\,\frac{dT}{T^2},\qquad
\int_{T_1}^{T_m}T\,d\sigma=\frac{\pi a^2T_m}{4\varepsilon^2}\ln\frac{T_m}{T_1}.$$

This grows without limit as $T_1\to0$. Distant collisions transfer little energy each, but an unscreened nucleus has too many of them. Screening must supply the lower end of the energy loss.

### Generalization: weak deflection in a screened potential

Distant collisions deflect the ion weakly, so the force may be evaluated on the undisturbed straight path $r=\sqrt{b^2+z^2}$ with $z=vt'$, where $t'$ is the time. The transverse force is $-\partial V/\partial b$. The momentum transferred sideways is

$$\Delta p=\int_{-\infty}^{\infty}\left(-\frac{\partial V}{\partial b}\right)\frac{dz}{v}=-\frac1v\frac d{db}\int_{-\infty}^\infty V\,dz .$$

Division by the initial momentum $\mu v$, with $\mu v^2=2E_c$, gives the angle

$$\theta=-\frac1{2E_c}\,\frac d{db}\int_{-\infty}^\infty V\!\left(\sqrt{b^2+z^2}\right)dz .\tag{9}$$

The sign is right: the integral falls with growing $b$, and a repulsive force gives a positive angle.

Screening functions are conveniently written as sums of exponentials,

$$\varphi(R)=\sum_ic_ie^{-d_iR},\qquad \sum_ic_i=1,\qquad R=r/a .$$

The numbers below use the universal function of Ziegler, Biersack and Littmark. Its coefficients $c_i$ are 0.18175, 0.50986, 0.28022 and 0.028171. The corresponding $d_i$ are 3.19980, 0.94229, 0.40290 and 0.20162.

For one exponential put $z=b\sinh u$. Then $r=b\cosh u$ and $dz/r=du$, so

$$\int_{-\infty}^\infty\frac{e^{-d_ir/a}}r\,dz=\int_{-\infty}^{\infty}e^{-d_i\xi\cosh u}\,du=2K_0(d_i\xi).$$

This is the integral form of the modified Bessel function $K_0$. Its derivative is $-K_1$, where

$$K_1(y)=\int_0^\infty\cosh u\,e^{-y\cosh u}\,du=\int_0^\infty e^{-y\sqrt{1+s^2}}\,ds ,\qquad s=\sinh u.$$

The derivative with respect to $b$ brings down $d_i/a$. The factor 2 cancels the $1/2$ in (9), and $Z_1Z_2e^2/E_c=a/\varepsilon$ removes the remaining $a$:

$$\varepsilon\theta=g(\xi),\qquad g(\xi)=\sum_ic_id_iK_1(d_i\xi).\tag{10}$$

Two limits check the result. For small $y$ the second integral for $K_1$ is dominated by large $s$ and tends to $\int_0^\infty e^{-ys}ds=1/y$. Hence $g\to\sum_ic_i/\xi=1/\xi$, which agrees with (5) at small angle, where $\theta\approx1/(\varepsilon\xi)$. For large $y$ one may expand $\sqrt{1+s^2}\approx1+s^2/2$, which gives $K_1\approx\sqrt{\pi/(2y)}\,e^{-y}$. Screening therefore cuts off distant deflections exponentially.

Equation (10) was also tested against the orbit integral (4), at $\varepsilon=1000$ and a closest approach equal to $a$. The ratio of the orbit angle to the impulse angle is 0.99981.

### Why one variable appears

Equation (10) says that $\varepsilon\theta$ depends on the impact parameter alone. The reason is simple. A faster ion spends less time near the atom, so the transferred momentum scales as $1/v$, and the product $v\,\Delta p$ is fixed by $b$. At small angle $x=\varepsilon\theta/2$ is this product in reduced units.

Lindhard's extrapolation replaces $\theta$ by $2\sin(\theta/2)$ and keeps the relation at all angles:

$$x=\varepsilon\sin\frac\theta2=\tfrac12g(\xi).\tag{11}$$

At small angle nothing has changed. At large angle (11) is an assumption, and the Coulomb case shows how it can work. With $g=1/\xi$, (11) gives $\xi^2=1/(4x^2)$. The true relation (7) has the extra constant $-1/(4\varepsilon^2)$. The two rules assign different impact parameters to the same deflection, yet they produce the same ring areas and hence the same cross section.

Each $K_1$ decreases with its argument, so $g$ decreases and (11) can be inverted for $\xi(x)$. The ring area follows from $dx=\tfrac12g'd\xi$:

$$\frac{d(\xi^2)}{dx}=\frac{2\xi}{g'/2}=\frac{4\xi}{g'} .$$

This is negative, because closer collisions transfer more. By (8), $f$ is $x^2$ times its magnitude. With $x^2=g^2/4$,

$$f(x)=-\frac{g(\xi)^2\,\xi}{g'(\xi)}\qquad\text{at}\quad g(\xi)=2x .\tag{12}$$

For $g=1/\xi$ one has $g'=-1/\xi^2$ and $f=\xi=1/(2x)$, as before.

At the other end, large $\xi$ leaves only the slowest exponential, with decay constant $d_4=0.20162$. Then $-g'/g\to d_4$, and (12) becomes $f\approx2x\xi/d_4$. Since $\xi$ grows only as $\ln(1/x)/d_4$ to leading logarithm, $f$ vanishes at $x\to0$. The divergence of the bare Coulomb case is gone.

For the universal function, $f$ is 0.185 at $x=0.01$, 0.391 at $x=0.1$, 0.282 at $x=1$ and 0.049 at $x=10$. The product $2xf$, which is 1 for Coulomb scattering, is 0.56 at $x=1$ and 0.97 at $x=10$. In the scaled law, hard collisions at high energy thus feel an almost bare nucleus, while soft ones are strongly screened. Full orbits approach the bare limit more slowly: for nearly head-on collisions, $2xf$ is 0.89 at $\varepsilon=10$ and 0.99 at $\varepsilon=100$.

## Second half: the average, its limits, and Mg ions in GaN

### Symbols and results carried over

The reduced energy is $\varepsilon=aE_c/(Z_1Z_2e^2)$, with $E_c=EM_2/(M_1+M_2)$ and screening length $a$. The reduced impact parameter is $\xi=b/a$, and $\theta$ is the centre-of-mass angle. The energy transfer is $T=T_m\sin^2(\theta/2)$, where $T_m=4M_1M_2E/(M_1+M_2)^2$. The scaling variable is $x=t^{1/2}=\varepsilon\sin(\theta/2)$.

The stopping cross section is $S_n=Ks_n$, with $K=4\pi aZ_1Z_2e^2M_1/(M_1+M_2)$. The same definitions give $\pi a^2T_m=K\varepsilon$. For true orbits, $s_n=\varepsilon\int_0^\infty\sin^2(\theta/2)\,d(\xi^2)$. The one-variable law is $d\sigma=\pi a^2f(x)\,dx/x^2$. The impulse function $g(\xi)$ supplies $f=-g^2\xi/g'$ at $g=2x$.

### The stopping power as an average

Assume the one-variable law for all transfers between zero and $T_m$. By the definition of $x$,

$$T=T_m\frac{x^2}{\varepsilon^2},$$

so $T=0$ corresponds to $x=0$ and $T=T_m$ to $x=\varepsilon$. Then

$$S_n=\int T\,d\sigma=\int_0^\varepsilon T_m\frac{x^2}{\varepsilon^2}\;\pi a^2\frac{f(x)}{x^2}\,dx
=\frac{\pi a^2T_m}{\varepsilon^2}\int_0^\varepsilon f(x)\,dx .$$

The factor $x^2$ of the energy transfer cancels the $1/x^2$ of the cross section. Insert $\pi a^2T_m=K\varepsilon$ and divide by $K$:

$$\boxed{\,s_n(\varepsilon)=\frac1\varepsilon\int_0^\varepsilon f(x)\,dx\,}\tag{13}$$

The reduced stopping power is the average of $f$ between zero and the reduced energy. Once the one-variable law is granted, no further approximation enters. The integral must converge at zero, which the bare Coulomb function $1/(2x)$ does not allow.

Multiply (13) by $\varepsilon$ and differentiate with respect to the upper limit:

$$f(\varepsilon)=\frac{d}{d\varepsilon}\left[\varepsilon s_n(\varepsilon)\right].\tag{14}$$

Raising the energy leaves the integrand at each old $x$ unchanged and adds a new strip at the end, where the hardest collisions lie. The product rule turns (14) into

$$\frac{d\ln s_n}{d\ln\varepsilon}=\frac{f(\varepsilon)}{s_n(\varepsilon)}-1 .\tag{15}$$

The stopping power rises while $f(\varepsilon)$ exceeds the average so far, and falls once $f(\varepsilon)$ is below it. At a maximum the two are equal.

Equation (14) needs care when read backwards. Any smooth $s_n$ with $\varepsilon s_n\to0$ at $\varepsilon\to0$ defines a function through (14), and its average returns that same $s_n$ by construction. This does not show that the function describes the angular distribution. The physical content lies in the cross section.

In the impact-parameter picture the upper limit $x=\varepsilon$ means $g(\xi)=2\varepsilon$. Smaller impact parameters would require $\sin(\theta/2)>1$ and are left out. For bare Coulomb scattering this removes a disc of radius $a/(2\varepsilon)$ without harming the cross section, because the scaled and true $b^2$ differ by a constant. In a screened potential the compensation is not complete in general.

Once the one-variable law is granted, the reduced nuclear stopping power is the average of $f$ between zero and the reduced energy. It remains to test that law against full orbits and to apply it to 100 keV Mg ions entering GaN.
